# Steady Soret Profile of a Dilute Solute in a Sealed Body

## Definitions and conventions

A solute occupies a small fraction \(c(\mathbf r,t)\) per host atom. The host has a uniform number density \(n\) and a fixed temperature field \(T(\mathbf r)\), which the solute does not alter. The number flux of solute is \(n\mathbf J\), with

\[
\mathbf J=-D(T)\left[\nabla c+\frac{Q^*}{kT^2}\,c\,\nabla T\right],\qquad \frac{\partial c}{\partial t}=-\nabla\cdot\mathbf J. \tag{1}
\]

Here \(D(T)>0\) is the diffusion coefficient and \(k\) is the Boltzmann constant. Equation (1) defines the heat of transport \(Q^*\), which is taken as constant unless stated otherwise. The algebra holds in atomic units with \(k\) kept, because \(T\) is in kelvin. Numbers are in eV, K and mm. In one dimension \(x=0\) is the cold face and \(x=L\) the hot face.

The sign convention follows from (1). With uniform \(c\), the flux is \(-DQ^*c\nabla T/(kT^2)\), so a positive \(Q^*\) drives solute towards the cold side and a negative \(Q^*\) towards the hot side.

The result is that, in a connected body with sealed walls, the steady state is

\[
c(\mathbf r)=A\exp\!\left[\frac{Q^*}{kT(\mathbf r)}\right], \tag{2}
\]

with \(A\) fixed by the solute content. A plot of \(\ln c\) against \(1/T\) is a straight line of slope \(Q^*/k\). Steadiness alone does not give (2): if the faces are open and held at arbitrary concentrations, the law generally fails, as the open-ended case below shows.

## A hop model that gives the flux law

Equation (1) can be obtained from a simple model of jumps between planes a distance \(a\) apart. A jump from plane \(i\) to plane \(i+1\) draws an energy \(q_1\) at the starting plane, \(q_2\) at the saddle between the planes and \(q_3\) at the arrival plane. Each share is supplied at the local temperature. With \(\beta=1/(kT)\), attempt rate \(\nu\), and subscript \(m\) for the midpoint, the rates are

\[
\Gamma_\rightarrow=\nu e^{-q_1\beta_i-q_2\beta_m-q_3\beta_{i+1}},\qquad
\Gamma_\leftarrow=\nu e^{-q_1\beta_{i+1}-q_2\beta_m-q_3\beta_i}.
\]

The backward jump starts at plane \(i+1\), which is why \(q_1\) and \(q_3\) change places.

Let \(\delta=a\,d\beta/dx\). To first order in \(a\), \(\beta_i=\beta_m-\delta/2\) and \(\beta_{i+1}=\beta_m+\delta/2\). Inserting these gives

\[
\Gamma_{\rightarrow}=\Gamma_m e^{+(q_1-q_3)\delta/2},\qquad
\Gamma_{\leftarrow}=\Gamma_m e^{-(q_1-q_3)\delta/2},\qquad
\Gamma_m=\nu e^{-(q_1+q_2+q_3)\beta_m}.
\]

The concentrations on the two planes are \(c\mp ac'/2\), where \(c\) and \(c'=dc/dx\) are taken at the midpoint. The net flux is the difference of the two jump streams. Writing \(q=q_1-q_3\) and expanding the exponentials,

\[
\begin{aligned}
J&=a\,(c_i\Gamma_\rightarrow-c_{i+1}\Gamma_\leftarrow)\\
&\simeq a\Gamma_m\left[\left(c-\tfrac{ac'}2\right)\left(1+\tfrac{q\delta}2\right)-\left(c+\tfrac{ac'}2\right)\left(1-\tfrac{q\delta}2\right)\right]\\
&=a\Gamma_m\,[-ac'+q\,c\,\delta].
\end{aligned}
\]

The products of \(ac'\) and \(q\delta\) cancel between the two brackets. Since \(d\beta/dx=-T'/(kT^2)\), we have \(\delta=-aT'/(kT^2)\), and therefore

\[
J=-a^2\Gamma_m\left[c'+\frac{q_1-q_3}{kT^2}\,c\,T'\right].
\]

This is (1) in one dimension, with \(D=a^2\Gamma_m\) and \(Q^*=q_1-q_3\). If \(q_1\) exceeds \(q_3\), a hot starting plane helps a jump more than a hot arrival plane does. Between two neighbouring planes of equal concentration, more solute then jumps from the hotter plane to the colder one than back.

In a sealed chain the steady state can be found without the expansion. The end plane has one neighbour, so the net current between them must vanish. The same then holds for the next pair, and so on along the chain. Hence \(c_i\Gamma_\rightarrow=c_{i+1}\Gamma_\leftarrow\), and

\[
\frac{c_{i+1}}{c_i}=\frac{\Gamma_\rightarrow}{\Gamma_\leftarrow}=e^{(q_1-q_3)(\beta_{i+1}-\beta_i)},
\]

which is (2) plane by plane. A chain of 60 planes between 600 K and 1000 K, with \(q_1,q_2,q_3=0.1,0.3,0.5\) eV, was solved numerically for its stationary state. It agrees with this law to a relative error of about \(10^{-13}\).

The model has a limit. Its migration energy is \(E_m=q_1+q_2+q_3\), so with non-negative shares \(|Q^*|\le E_m\). A solute that breaks this inequality needs another microscopic account. What follows rests on (1) alone.

## Derivation of the steady profile

**The thermal force is a gradient.** Define

\[
\varphi(\mathbf r)=\frac{Q^*}{kT(\mathbf r)},\qquad
\nabla\varphi=-\frac{Q^*}{kT^2}\nabla T .
\]

The second equation uses the constancy of \(Q^*\). The flux becomes \(\mathbf J=-D(\nabla c-c\nabla\varphi)\).

**Change of variable.** Put \(c=u\,e^{\varphi}\). Then \(\nabla c=e^\varphi\nabla u+c\nabla\varphi\), the terms in \(\nabla\varphi\) cancel, and

\[
\mathbf J=-D\,e^{\varphi}\,\nabla u. \tag{3}
\]

**Steady state with sealed walls.** In the steady state \(\nabla\cdot\mathbf J=0\) inside the body, and at a sealed wall \(\mathbf J\cdot\hat{\mathbf n}=0\). Multiply the first condition by \(u\), integrate over the volume, and integrate by parts:

\[
0=\int u\,\nabla\cdot\mathbf J\,dV=\oint u\,\mathbf J\cdot\hat{\mathbf n}\,dS-\int\mathbf J\cdot\nabla u\,dV
=\int D\,e^{\varphi}\,|\nabla u|^2\,dV .
\]

The surface term vanishes because the walls are sealed, and the last form uses (3). The integrand is nowhere negative, so \(\nabla u=0\) everywhere. In a connected body \(u\) is therefore a constant \(A\), which gives (2), and (3) then gives \(\mathbf J=0\) throughout. The diffusion coefficient has dropped out: it sets how fast the profile forms, not its shape.

This was tested in a sealed unit square with \(T=875+45\cos\pi x+30\sin(2y+xy)\) K and \(Q^*=-1.0\) eV. Equation (1) was discretised by centred differences on \(36\times36\) cells, without use of the exponential. The stationary solution differs from (2) by at most 0.022 % of the local value, both for a constant \(D\) and for a thermally activated one.

**Normalisation.** Sealed walls conserve the mean concentration \(\bar c\). With angle brackets for the volume average,

\[
A=\frac{\bar c}{\langle e^{Q^*/(kT)}\rangle}.
\]

For numerical work it is safer to refer the exponent to a temperature \(T_r\) inside the range:

\[
c(\mathbf r)=\bar c\,\frac{w(\mathbf r)}{\langle w\rangle},\qquad
w=\exp\!\left[\frac{Q^*}{k}\left(\frac1T-\frac1{T_r}\right)\right]. \tag{4}
\]

The factor containing \(T_r\) cancels in the ratio, and the size of the exponent is then limited by the spread of \(1/T\) in the body, not by \(1/T\) itself. On a mesh of unequal cells, \(\langle w\rangle\) must be weighted by cell volume.

**End ratio.** Dividing (2) at two points removes \(A\):

\[
\ln\frac{c_{\rm hot}}{c_{\rm cold}}=\frac{Q^*}{k}\left(\frac1{T_{\rm hot}}-\frac1{T_{\rm cold}}\right). \tag{5}
\]

The ratio depends on the two temperatures and not on the path between them. The separate values of \(c\) do depend on the whole temperature field, through \(A\).

## Limits and neighbouring cases

**Small temperature difference.** Let \(\Delta T=T_{\rm hot}-T_{\rm cold}\), and let \(T_m\) be the mean of the two temperatures. Since \(T_{\rm hot}T_{\rm cold}=T_m^2-\Delta T^2/4\), equation (5) becomes

\[
\ln\frac{c_{\rm hot}}{c_{\rm cold}}=-\frac{Q^*\Delta T}{k\,(T_m^2-\Delta T^2/4)}\simeq-\frac{Q^*\Delta T}{kT_m^2}.
\]

The relative error of the last form is \((\Delta T/2T_m)^2\). If the logarithm itself is also small, the exponential can be expanded, and the concentration varies linearly with temperature.

**Heat of transport that depends on temperature.** If \(Q^*=Q^*(T)\), the function \(\varphi=-\int^T Q^*(T')/(kT'^2)\,dT'\) still has the required gradient, and the derivation goes through with \(c=Ae^\varphi\). The local slope is \(d\ln c/d(1/T)=Q^*(T)/k\), so the plot is curved unless \(Q^*\) is constant.

**Heat of transport that depends on position.** This can happen in a host of varying composition. Suppose that (1) still holds there, with no further force on the solute from the composition gradient. Zero flux would then require \(\nabla\ln c=-Q^*\nabla T/(kT^2)\). The curl of the right side is \(-(\nabla Q^*\times\nabla T)/(kT^2)\), while the curl of the left side is zero. Where the two gradients are not parallel, no state of zero flux exists, and the steady state contains circulating solute.

**Open ends.** Suppose the faces of a plate are held at given concentrations. In one dimension a steady \(J\) is uniform, and (3) reads \(u'=-Je^{-\varphi}/D\). Integration gives

\[
c(x)=e^{\varphi(x)}\left[u(0)-J\int_0^x\frac{e^{-\varphi}}{D}\,dx'\right],\qquad
J=\frac{u(0)-u(L)}{\int_0^L e^{-\varphi}D^{-1}\,dx}.
\]

The simple law returns when \(J=0\), that is, when the end concentrations already satisfy (5). Otherwise \(D(T)\) enters the profile.

## Worked example: carbon in bcc iron

A sealed iron plate 5 mm thick has faces at 800 K and 950 K, a linear temperature profile, and a mean carbon content of 100 atomic ppm. Rough typical parameters are \(Q^*=-1.0\) eV (\(-0.0367\) hartree), \(E_m=0.87\) eV, and \(D=D_0e^{-E_m/(kT)}\) with \(D_0=2\) mm²/s. Here \(|Q^*|>E_m\), so the hop model with non-negative shares does not describe this solute.

The slope of \(\ln c\) against \(1/T\) is

\[
\frac{Q^*}{k}=\frac{-1.0\ \text{eV}}{8.617\times10^{-5}\ \text{eV/K}}\simeq-11\,600\ \text{K}.
\]

With \(1/950-1/800=-1.974\times10^{-4}\) K\(^{-1}\), equation (5) gives

\[
\ln\frac{c_{\rm hot}}{c_{\rm cold}}=(-11\,604.5)(-1.974\times10^{-4})=2.29,\qquad
\frac{c_{\rm hot}}{c_{\rm cold}}=9.9 .
\]

The small-difference form gives 2.274. The predicted relative error, \((75/875)^2=0.7\) %, accounts for the gap. The profile from (4) is:

| x (mm) | T (K) | c (ppm) |
|---|---|---|
| 0 | 800 | 24 |
| 1.25 | 837.5 | 47 |
| 2.5 | 875 | 84 |
| 3.75 | 912.5 | 145 |
| 5 | 950 | 240 |

Simpson's rule on these five values returns a mean of 100 ppm, as it should. The prefactor is \(A=4.8\times10^7\) ppm, more than one carbon atom per iron atom. It is the formal extrapolation to \(1/T=0\), far outside the dilute regime, and not a concentration that occurs.

**Time needed.** The diffusion coefficient rises from \(6.61\times10^{-6}\) mm²/s at the cold face to \(4.85\times10^{-5}\) mm²/s at the hot face. The estimate \(L^2/(\pi^2D)\) gives about 106 h with the first value and 15 h with the second. The slowest decaying mode of the discretised equation has a relaxation time of 35 h, between the two. From a uniform start, five such times, about a week, leave a largest deviation of 1.7 % of the local steady value. These times rest on a single Arrhenius law. Approaching the Curie point (1043 K), carbon in ferrite diffuses faster than that law gives; a fit that includes this magnetic effect raises \(D\) by about 30 % at the hot face and shortens the relaxation time to about 31 h.

**The same plate with open ends.** If both faces are held at 100 ppm, the middle settles at 66 ppm. Applying the sealed law from the cold face would have given 347 ppm. Carbon now enters at the cold face and leaves at the hot one.

The dip below 100 ppm can be derived. Write \(J=vc-Dc'\), with drift velocity \(v=D|Q^*|T'/(kT^2)\). Uniform \(J\) means \((Dc')'=(vc)'\), so at an interior extremum, where \(c'=0\), \(Dc''=v'c\). Here \(T'\) is constant, and \(v\propto D/T^2\) rises with temperature because \(E_m/(kT)\), which is at least 10.6 in this plate, exceeds 2. Thus \(v'>0\), every interior extremum is a minimum, and the profile lies below its equal end values.

## The model beside a real iron plate

The gradient of 30 K/mm is steep and would need strong heating and cooling. The sealed wall is a demanding condition too, since hot steel can lose carbon to its surroundings or gain it from them; the open-end result shows how strongly an exchange at the faces can change the profile. Several of the remaining assumptions can be sized with rough inputs. These figures are estimates of magnitude, not corrections to apply.

- **Variation of \(Q^*\).** If \(|Q^*|\) rises linearly with temperature, by 10 % from the cold to the hot face, the end ratio increases by 11 %. The figure depends on where in the range the rise occurs.
- **Thermal stress.** A plate held flat and elastic, with Young modulus 150 GPa, Poisson ratio 0.3 and expansion coefficient \(1.5\times10^{-5}\) K\(^{-1}\), has a face stress \(E\alpha\Delta T/[2(1-\nu_P)]\simeq240\) MPa, tensile on the cold side. Carbon that expands the lattice by 8 Å\(^3\) per atom is drawn towards tension, and the end ratio falls by about 19 %. Hot iron would probably yield before carrying this stress, which would reduce the effect.
- **Heat conductivity.** A fall of 15 % from cold to hot bends the temperature profile and raises \(A\) by 2.9 %. By (5), the end ratio is unchanged.
- **Dilution.** With three interstitial sites per iron atom, site blocking changes the end ratio by less than 0.01 %. An attraction of 0.1 eV to carbon on ten neighbouring sites changes the activity at the hot face by 0.2 %.
- **Trapping and expansion.** Dislocations at \(10^{12}\) m\(^{-2}\), with 10 trap sites of binding energy 0.6 eV per 0.25 nm of line, hold about 0.1 % as much carbon as is free at the cold face. The host volume per atom differs by 0.7 % between the faces.

Carbide precipitation sets a separate limit. With a rough solubility of \(0.12\,e^{-0.42\ \text{eV}/(kT)}\) per iron atom, the largest ratio of carbon content to solubility in the steady profile is 0.34. It occurs at the hot face, because the carbon content rises with temperature at a rate set by 1.0 eV and the solubility at a rate set by 0.42 eV. For these temperatures and parameters, a steady profile with a mean content above roughly 300 ppm would exceed the solubility there, and the single-phase model would fail. A uniform start fails earlier, at the cold face, where this law gives about 270 ppm. These numbers depend strongly on the solubility law. A steeper fit for cementite, \(\log_{10}(\text{wt ppm})=6.38-4040/T\), gives about 100 atomic ppm at 800 K, so a uniform start at 100 ppm, or a cold face held at 100 ppm, would be at saturation, and the steady limit falls to about 260 ppm. Against graphite, with \(7.81-5550/T\), the largest steady ratio is 0.7 and lies at the cold face.

Among the effects sized here, the variation of \(Q^*\) and the thermal stress matter most. The rough value of \(Q^*\) itself can matter more: it enters the exponent, so an error of 10 % in it changes the end ratio by 20 to 26 %. The end ratio is therefore better read as "about ten" than as 9.88. The remaining figures are in the numerical output below.

## Table of computed values

```
Boltzmann constant: 8.61733e-05 eV/K
Heat of transport (rough): -1 eV
Heat of transport, converted: -0.03675 hartree
Migration energy (rough): 0.87 eV
Diffusion prefactor (rough): 2 mm^2/s
Plate thickness: 5 mm
Cold and hot face: 800, 950 K
Mean carbon content: 100 atomic ppm
Slope of ln c against 1/T, Q/k: -11604.5 K
Slope from finite volumes: -11604.6 K
Prefactor A: 4.845e+07 atomic ppm
x = 0.00 mm: T = 800.0 K, c = 24.30 ppm
x = 1.25 mm: T = 837.5 K, c = 46.52 ppm
x = 2.50 mm: T = 875.0 K, c = 84.25 ppm
x = 3.75 mm: T = 912.5 K, c = 145.31 ppm
x = 5.00 mm: T = 950.0 K, c = 240.05 ppm
ln(c_hot/c_cold): 2.29
Same, small-difference estimate: 2.274
c_hot/c_cold: 9.879
D at cold face: 6.61e-06 mm^2/s
D at hot face: 4.85e-05 mm^2/s
Relaxation time: 34.8 h
Largest deviation after 5 such times: 1.7 %
Open ends at mean content: c at middle: 66.3 ppm
Sealed law from cold end: c at middle: 346.7 ppm
Hop test q1, q2, q3: 0.1, 0.3, 0.5 eV
Hop chain, largest relative error: 9.8e-14
Hop flux, relative error: 7e-07
Plate, 200 cells, largest relative error: 1.9e-05
Plate, error ratio 50 to 100 cells: 3.957
2D box, Arrhenius D, relative error: 0.00022
2D box, constant D, relative error: 0.00022
Neglected effects (rough inputs):
Site blocking, change of end ratio: -0.0072 %
Pair input: 10 neighbours, 0.1 eV
Carbon pairing, change of activity: 0.19 %
Trap input: 1e+12 m^-2, 10 sites per 0.25 nm, 0.6 eV
Trapped/free carbon at cold face: 0.095 %
Linear expansion coefficient: 1.5e-05 1/K
Volume change between faces: 0.68 %
Assumed rise of |Q| from cold to hot: 10 %
Resulting change of end ratio: 11 %
Assumed fall of heat conductivity: 15 %
Resulting change of A: 2.9 %
Stress input: 150 GPa, Poisson 0.3, 8 angstrom^3
Face stress if held flat and elastic: 241 MPa
Resulting change of end ratio: -19 %
Solubility input: 0.12 exp(-0.42 eV/kT)
Largest carbon content/solubility: 0.34
```
